# Film debonding through snap-back by dissipation control, with an energy audit

Pull a long bonded film strip off its substrate in a simulation by moving its end forward in small steps. The force rises, stays nearly constant while the debond front advances, and then the Newton iteration may fail or land on a distant state. Adding a small viscous drag makes the calculation run to the end. For the strip treated below, however, the work done by the grip is then about 360,000 nJ per metre of width, while breaking the whole interface costs 200,000 nJ/m. Making the drag smaller does not remove the difference. The equilibrium path turns back in displacement, and a control that can only move forward has to jump across the missing part. The cure is to control a quantity that still grows on the returning branch.

## The film and its interface

A film of thickness $h$ and plane-strain modulus $E'=E/(1-\nu^2)$ is bonded over $0\le x\le L$ to a rigid substrate. A force $P$ per unit width pulls it in its plane at $x=L$; the end $x=0$ is free. Let $u(x)$ be the slip and $q=u(L)$ the grip displacement. Loading is quasi-static, and opening, friction and residual stress are left out for now.

The film force is $E'hu'$. Its increase over $dx$ balances the interface traction, $\tau\,dx$, so

$$E'h\,u''=\tau,\qquad u'(0)=0,\qquad E'h\,u'(L)=P .$$

The traction rises as $Ku$, with $K=\tau_0/\delta_0$, up to $\tau_0$ at $u=\delta_0$. It then falls linearly to zero at $\delta_c$. The area under the law is the fracture energy $G_c=\tau_0\delta_c/2$. If $\kappa$ is the largest slip a point has reached, unloading from the softening branch follows the straight line from $(\kappa,\tau(\kappa))$ to the origin.

Let $\Phi(u)$ be the area under the law up to $u$. As long as no partly damaged point unloads, $\tau=d\Phi/du$. Multiplying the film equation by $u'$ and integrating from $0$ to $L$ gives

$$\frac{P^2}{2E'h}=\Phi(q)-\Phi(u(0)).$$

When the pulled end is debonded and the far end is hardly strained, the right side is nearly $G_c$. This is the plateau, $P_\infty=\sqrt{2E'hG_c}$.

## Why the displacement must turn back

Define $\beta^2=K/(E'h)$ and $\alpha^2=\tau_0/[E'h(\delta_c-\delta_0)]$. Both $\beta^2\delta_0$ and $\alpha^2(\delta_c-\delta_0)$ equal $\tau_0/(E'h)$.

**Elastic stage.** Here $u=q\cosh\beta x/\cosh\beta L$, and $q$ grows until it reaches $\delta_0$.

**Elastic and softening zones.** Let the boundary lie at $x_1$. To its left $u=\delta_0\cosh\beta x/\cosh\beta x_1$, with slope $\delta_0\beta t$ at $x_1$, where $t=\tanh\beta x_1$. To its right set $w=\delta_c-u$. Then $\tau=\tau_0w/(\delta_c-\delta_0)$ and $u''=-w''$, hence $w''=-\alpha^2w$. Matching $w=\delta_c-\delta_0$ and $w'=-\delta_0\beta t$ at $x_1$, and using $\delta_0\beta/\alpha=(\delta_c-\delta_0)\alpha/\beta$, gives

$$w=(\delta_c-\delta_0)\left[\cos\theta-\frac{\alpha}{\beta}t\sin\theta\right],\qquad \theta=\alpha(x-x_1).$$

Differentiate at fixed $x$, with $d\theta/dx_1=-\alpha$ and $dt/dx_1=\beta(1-t^2)$:

$$\frac{\partial w}{\partial x_1}=(\delta_c-\delta_0)\left[\alpha t^2\sin\theta+\frac{\alpha^2}{\beta}t\cos\theta\right]>0 .$$

The sign holds because $w\ge0$ keeps $\theta$ below $\pi/2$ when $t>0$. As the elastic zone shrinks, $w$ therefore falls and $u$ rises throughout the softening zone, including at the grip. There is no snap-back in this stage.

**Which event comes next?** The grip end debonds when $w(L)=0$. With a softening length $a$, the condition $w=0$ reads

$$\tan\alpha a=\frac{\beta/\alpha}{\tanh\beta x_1},$$

and the front lies at $f=x_1+a$. Differentiating this condition, with $r=\beta^2/\alpha^2$ and $\sec^2=1+\tan^2$, gives

$$\frac{da}{dx_1}=-\frac{r}{\sinh^2\beta x_1+r\cosh^2\beta x_1}\ge-1 .$$

So $f$ increases with $x_1$, starting at $x_1=0$ from

$$L_c=\frac{\pi}{2\alpha}=\frac{\pi}{2}\sqrt{\frac{E'h(\delta_c-\delta_0)}{\tau_0}} .$$

The equation $f(x_1)=L$ has a solution with $x_1>0$ if and only if $L>L_c$.

**Short bond, $L<L_c$.** The elastic zone vanishes first. The free end requires $w=A\cos\alpha x$, and irreversible damage lets $A$ only fall, from $\delta_c-\delta_0$ to zero. Then $q=\delta_c-A\cos\alpha L$ grows to the end, without snap-back. At $L=L_c$ the cosine vanishes, and the force drops at constant $q$.

**Long bond, $L>L_c$.** A debonded part appears. It carries the constant force $P$, so its slip rises linearly from $\delta_c$ at the front:

$$q=\delta_c+\frac{P}{E'h}(L-x_1-a),\qquad \frac{P^2}{2E'h}=G_c-\frac{K\delta_0^2}{2\cosh^2\beta x_1}.$$

In the softening zone $w=[P/(E'h\alpha)]\sin\alpha(f-x)$. As $x_1$ falls, both $P$ and $f$ fall, so $w$ falls and no partly damaged point unloads. When $x_1$ reaches zero, $w=A\cos\alpha x$ on $0\le x\le L_c$. The front now stays at $L_c$ whatever the value of $A$, and $P=E'h\alpha A$ falls to zero with $A$. Thus

$$q=\delta_c+\frac{P}{E'h}(L-L_c),$$

a straight line on which force and displacement fall together. Within this model, snap-back occurs exactly when $L>L_c$. Physically, the slip at the front stays at $\delta_c$ while the force falls, so the elastic shortening of the detached strip moves the grip back.

The turning point comes before this straight line. Near $x_1=0$ the force grows with $x_1$ as $x_1^2$, while $f-L_c$ grows only as $x_1^3$, because $1+da/dx_1$ starts as $x_1^2$. Hence $q$ is larger just before the elastic zone disappears than when it disappears.

## What drag does with the missing branch

The complete equilibrium path ends with no force and no stored energy, so its external work is $G_cL$. A slowly driven grip follows it only to the largest displacement $q_m$. If the film then debonds with the grip at rest, the energy to be absorbed by something other than the interface is

$$W(q_m)-G_cL=-\int_{\rm return}P\,dq>0 .$$

The right side contains no drag coefficient. In a slow pull, lowering the coefficient reduces the drag loss before the jump, but the film then moves faster during the jump, and this energy must still be absorbed. For $L\gg L_c$ the return is nearly a triangle of height $P_\infty$ and base $P_\infty L/(E'h)$. Its area is $P_\infty^2L/(2E'h)=G_cL$, so the measured work tends to twice the fracture work.

## Choosing a control that keeps growing

Force control fails at the maximum of $P$, displacement control at the maximum of $q$. Dissipated energy never decreases, and it grows along the whole damaging path.

It can be read from the grip alone. Multiply the film equation by $u$ and integrate by parts:

$$\int_0^L E'h\,u'^2dx+\int_0^L\tau u\,dx=Pq .$$

Because unloading is straight to the origin, the recoverable energy is half the left side, so $U=Pq/2$. Take the work between states $n$ and $n+1$ by the trapezoidal rule and subtract the change of $U$:

$$\Delta D=\tfrac12(P_n+P_{n+1})(q_{n+1}-q_n)-\tfrac12(P_{n+1}q_{n+1}-P_nq_n).$$

The terms $P_nq_n$ and $P_{n+1}q_{n+1}$ cancel, leaving

$$\Delta D=\tfrac12\left(P_nq_{n+1}-P_{n+1}q_n\right).$$

This is the area of the triangle formed by the origin and the two states in the $(q,P)$ plane. The only approximation is the trapezoidal rule. Prescribing $\Delta D$ is an arclength control in which the length is measured in dissipated energy.

## The discrete scheme

Divide the film into $N$ linear bar elements of length $\Delta x$ and stiffness $k=E'h/\Delta x$. Place a cohesive spring at each node, with weight $\omega_i=\Delta x$ inside and $\Delta x/2$ at the ends. The unknowns are $u_0,\dots,u_N$ and $P$. The residuals are

$$R_i=k(2u_i-u_{i-1}-u_{i+1})+\omega_i\tau_i\quad(0<i<N),$$
$$R_0=k(u_0-u_1)+\omega_0\tau_0^{\rm node},\qquad R_N=k(u_N-u_{N-1})+\omega_N\tau_N-P,$$
$$R_{N+1}=\tfrac12(P_nu_N-q_nP)-\Delta D,$$

where $\tau_0^{\rm node}$ is the traction at node 0. The constraint involves only the last two unknowns, so the Jacobian is tridiagonal and each Newton correction costs a number of operations proportional to $N$.

The Jacobian is singular if a nonzero change $(v,p)$ satisfies both $K_Tv=p\,e_N$ and $P_nv_N=q_np$. Here $K_T$ is the tangent stiffness and $e_N$ selects the grip node. The first condition says that $(v,p)$ is tangent to the equilibrium path. The second says that motion along it dissipates nothing to first order. At a simple path point where damage grows the two conditions conflict, so the matrix is regular. This includes a force maximum, $p=0$, and a displacement maximum, $v_N=0$.

The same argument shows where the scheme fails. In the elastic stage $P$ is proportional to $q$, no energy is dissipated, and the matrix is singular. The calculation must therefore start under another control; here the displacement is prescribed, first $q=\delta_0$ and then $1.02\,\delta_0$. Moreover, a softening node whose slip equals $\kappa$ must be given the softening slope $-\tau_0/(\delta_c-\delta_0)$. With the unloading slope at every node, $(v,p)=(u,P)$ would satisfy both conditions and the first correction would be undefined.

The algorithm is then:

1. From the last accepted state, solve the residual equations by Newton iteration for the chosen $\Delta D$, keeping $\kappa$ fixed.
2. If the iteration fails or gives a negative force, halve $\Delta D$ and repeat.
3. Otherwise accept the state, replace $\kappa_i$ by $\max(\kappa_i,u_i)$, and enlarge the next $\Delta D$ by a factor 1.5, up to a cap.
4. Never ask for more than half of the undissipated energy. Stop when less than $10^{-4}G_cL$ is left.

## An audit that does not use the constraint

External work minus stored energy reproduces the sum of the prescribed $\Delta D$ by construction, so it proves nothing by itself. The damage variable supplies a second account. The energy lost at a point is the triangle with corners at the origin, $(\delta_0,\tau_0)$ and $(\kappa,\tau(\kappa))$:

$$g=\tfrac12[\kappa\tau_0-\delta_0\tau(\kappa)]
=\frac{\tau_0}{2}\,\frac{\kappa(\delta_c-\delta_0)-\delta_0(\delta_c-\kappa)}{\delta_c-\delta_0}
=G_c\frac{\kappa-\delta_0}{\delta_c-\delta_0},$$

for $\delta_0\le\kappa\le\delta_c$; beyond $\delta_c$ it stays at $G_c$. The sum $\sum_i\omega_i g_i$ must agree with $W-Pq/2$ all along the path.

## A nitride strip on silicon

Take a film with the rough stiffness of silicon nitride, on silicon, and an assumed, rather compliant interface: $E=220$ GPa, $\nu=0.25$, $h=1$ µm, $L=100$ µm, $\tau_0=100$ MPa, $\delta_0=4$ nm and $\delta_c=40$ nm. Then $E'=234.67$ GPa, $E'h=2.347\times10^5$ N/m and $G_c=2$ J/m². The formulas give

$$P_\infty=\sqrt{2(2.347\times10^5)(2)}\approx969\ {\rm N/m},\qquad L_c=\frac{\pi}{2}(9.191\ \text{µm})=14.44\ \text{µm}.$$

The bond is about seven times $L_c$. With 400 elements of 0.25 µm, the elastic length $1/\beta=3.06$ µm is well resolved. The step cap was $G_cL/400=500$ nJ/m, the fracture energy of one element length. The run took 412 steps with 1.91 Newton iterations on average and at most 3. No step was rejected, so this example did not exercise the halving rule.

With 50.07 % of $G_cL$ dissipated, $q=226.69$ nm and $P=968.83$ N/m. The work is 209,945 nJ/m, of which $Pq/2\approx109{,}811$ nJ/m is stored. On the plateau $\Delta W=P\Delta q$ and $\Delta U=P\Delta q/2$: half of each increment of work is stored in the lengthening free strip, and this store later drives the jump.

The displacement turns at 383.01 nm, in both the closed form and the computation; 100 elements give 383.06 nm. The elastic zone is then still 3.69 µm long. The straight return starts at 375.13 nm and 919.13 N/m, and its area is

$$\tfrac12(919.13)(375.13-40)\approx154{,}000\ {\rm nJ/m}.$$

The curved piece between turning point and straight line adds about 7,300 nJ/m, for a total of 161,362 nJ/m, or 81 % of $G_cL$.

The work at the end of the computed path is 199,979.5 nJ/m, against $G_cL=200{,}000$ nJ/m. The gap comes from the finite steps of the trapezoidal rule. The mesh does not contribute a gap of its own: the nodal weights add up to $L$, so breaking all the springs costs exactly $G_cL$. Stopping early hardly matters: on the remaining stretch the film would give back only $\tfrac12(0.661)(0.241)\approx0.08$ nJ/m to the grip. The two energy accounts differ by at most $1.03\times10^{-4}G_cL$, about 21 nJ/m. No partly damaged point unloaded.

The length criterion was tested on both sides. For $L=0.9L_c$ every step increased $q$. For $L=1.1L_c$ it came back by 5.65 nm, as the straight-line formula predicts: $(919.13)(0.1\times14.438)/234.67\approx5.65$ nm.

For comparison, a drag traction $\eta\dot u$ was added under displacement control, with the strip, mesh and grip speed of 1 nm/s held fixed. After debonding the grip was held until the force had died away.

| $\eta$ (MPa s/nm) | absorbed by drag (nJ/m) | peak force (N/m) |
|---:|---:|---:|
| 0.01 | 162,428 | 969.66 |
| 0.10 | 167,510 | 977.17 |
| 2.00 | 241,407 | 1137.98 |

The last digits of the absorbed energy depend on the time step. Much finer steps raise it by about 300 nJ/m for $\eta=0.10$ and 740 nJ/m for $\eta=2.00$, less than 0.4 %; for the smallest drag, steps four times finer change it by less than 0.1 %.

Reducing $\eta$ brings the absorbed energy towards 161,362 nJ/m, not towards zero. The smallest drag raises the peak force by less than 0.1 %, yet the total work is 81 % too large as a measure of fracture work. A correct peak force is thus no evidence of a correct energy.

The false rise in force can be estimated. On the plateau the detached strip keeps nearly the same slope while its front retreats, so all of it moves at about the grip speed $v$. The added force is roughly $\eta v(L-f)$. With $f$ near $L_c$ and $\eta=2$ MPa s/nm this is $2\times1\times85.6\approx171$ N/m; the run shows 169 N/m. So close a match is largely accidental. At the force peak nearly all of the film already moves faster than the grip, and the drag has grown to about 320 N/m, while the cohesive resistance has fallen from 969 to about 815 N/m. The rise in force is the difference of these two changes.

## What a real strip would change

The cohesive strength and slips are model parameters, much less certain than the film modulus. The plateau depends on them only through $G_c$. For $\delta_0\ll\delta_c$, $L_c\approx(\pi/2)P_\infty/\tau_0$, so doubling $\tau_0$ at fixed $G_c$ roughly halves the critical length. For this strip the factor is 0.47 if $\delta_0$ stays at 4 nm, and 0.41 if the initial stiffness $K$ is kept instead. The rule has a limit at strong interfaces: with the same $G_c$ and $\delta_0/\delta_c$, a strength of 1 GPa would give $L_c\approx1.4$ µm. This is close to the film thickness, and a model with a single slip per cross-section no longer resolves the cohesive zone. The film stress of 969 MPa is high, but below the rough strength of several GPa of good nitride films.

Residual stress, which varies widely with deposition, shifts the force directly. A tension $\sigma_r$ makes the film force $E'hu'+\sigma_rh$. On a long film's plateau the slip gradient still satisfies $E'hu'=P_\infty$, so the pull becomes $P_\infty+\sigma_rh$. For an assumed 200 MPa the shift is 200 N/m, or 21 %. The rule has a limit, because the free end must shed the force $\sigma_rh$ into the interface. For this strip that end begins to soften by itself at about 306 MPa, and it debonds without any pull once $\sigma_rh$ reaches $P_\infty$, at 969 MPa, which highly tensile nitride can reach. The stored energy is then no longer $Pq/2$, and the constraint must be derived again. The same is true of an interface that keeps a permanent slip on unloading.

A silicon substrate, treated as an isotropic half-space with $E=165$ GPa and $\nu=0.22$, deforms under the plateau traction by 6.8 nm across the whole loaded zone, elastic tail included, and by 4.8 nm across the softening zone alone. This is 17 % and 12 % of $\delta_c$ but more than $\delta_0$, so the elastic stage changes strongly. The bonded length left in the last stage falls from 14.4 to about 13.5 µm. Shear through the film thickness adds 0.38 nm, small beside $\delta_c$ but 9.5 % of $\delta_0$, so it mainly softens the initial response.

The pull acts at mid-thickness and the traction at the film's lower face, which produces a couple. With normal springs as stiff as the shear springs, the pulled edge at first softening is pressed down with 59 MPa, while the largest tension further in is 11 MPa. These values come from a beam model whose decay length, 1.3 µm, is close to the film thickness, so they are rough. The model also ignores that the edge rotation lowers the slip at the lower face by about 1.1 nm, a quarter of $\delta_0$. Including this leaves the normal tractions nearly unchanged but raises the pull at first softening from 307 to about 360 N/m. They suggest that suppressing opening is reasonable at onset, but do not settle it for later stages. Friction with an assumed coefficient of 0.3 would add about 11 N/m to a pull of 307 N/m there; its later contribution was not computed.

The criterion $L>L_c$ assumes that the displacement is prescribed at the end of the bond. An unbonded overhang of length $\ell$, or an equivalent grip compliance, adds $P\ell/(E'h)$ to $q$. In the last stage of a short bond $P=E'h\alpha A\sin\alpha L$, so the grip moves back once $\ell\alpha\tan\alpha L>1$; for $L=0.9L_c$ an overhang of about 1.5 µm is enough.

Under displacement control a real strip would also jump, with inertia in place of artificial drag. If all the excess work became kinetic energy of the film, with a density of 3000 kg/m³, its root-mean-square speed would be about 33 m/s. The returning branch is thus not a prediction of the motion after the turning point. It is the equilibrium path that separates the fracture work from the energy released in the jump. The complete figures are in the numerical output below.

## Calculated quantities

```
film E = 220 GPa, nu = 0.25, E' = 234.67 GPa, h = 1.0 um, L = 100 um
law: tau0 = 100 MPa, d0 = 4 nm, dc = 40 nm, Gc = 2.00 J/m^2
elastic length 1/beta = 3.064 um, softening length 1/alpha = 9.191 um
critical bond length Lc = 14.438 um
plateau force: formula 968.85 N/m, computed maximum 968.83 N/m
film stress at plateau = 969 MPa, strain = 0.413 %
elements 400, size 0.25 um; accepted dissipation steps 412, rejected 0
Newton iterations per step: mean 1.91, most 3
path: dissipated fraction, q (nm), P (N/m), external work (nJ/m), stored energy (nJ/m)
  0.0207     26.04    900.88       15862       11728
  0.1007     61.54    968.83       49945       29811
  0.2507    123.47    968.83      109945       59811
  0.5007    226.69    968.83      209945      109811
  0.7508    329.91    968.83      309945      159811
  0.8508    370.88    967.99      349639      179505
  0.9008    381.80    943.24      360198      180064
  0.9508    219.49    492.28      244159       54026
  0.9808    110.11    192.28      206720       10586
turning point q: closed form 383.007 nm, 400 elements 383.013 nm, 100 elements 383.058 nm
at turning point: elastic zone 3.688 um, P = 954.05 N/m
start of last stage: q = 375.13 nm, P = 919.13 N/m
end of computed path: q = 40.241 nm, P = 0.661 N/m
largest error of P against first integral = 2.63e-04 of plateau
largest error of q: three zones 9.12e-05, last stage 4.57e-06 of turning q
Gc*L = 200000 nJ/m, external work at end = 199979.5 nJ/m
largest mismatch of energy audit = 1.03e-04 of Gc*L
largest unloading of a partly damaged point = 0.00e+00 nm
film of 0.9 Lc: smallest q increment = 5.40e-04 nm
film of 1.1 Lc: q returns by 5.652 nm
excess work of displacement control: closed form 161362 nJ/m, path 161349 nJ/m
excess work / (Gc*L) = 0.8068
drag runs at 1 nm/s: eta (MPa s/nm), total work (nJ/m), absorbed by drag (nJ/m), peak P (N/m)
   0.01      362424      162428    969.66
   0.10      367506      167510    977.17
   2.00      441406      241407   1137.98
neglected: substrate slip variation over cohesive zone = 6.81 nm (17.0 % of dc)
neglected: shear through film thickness = 0.379 nm (0.95 % of dc, 9.5 % of d0)
neglected: normal traction at onset: pulled edge -59.3 MPa, largest tension 11.2 MPa
neglected: friction at onset (coefficient 0.3) = 11.49 N/m, pull at onset = 306.63 N/m
neglected: residual tension 200 MPa shifts plateau by 200 N/m (20.6 %)
neglected: film speed if excess work became kinetic = 32.8 m/s (density 3000 kg/m^3)
```
